# Why a Smaller Gap Can Need a Higher Breakdown Voltage

A metal electrode in a vacuum chamber is held at 300 V relative to its grounded surroundings. The chamber contains gas at a pressure of 1 Torr. In front of the electrode, 1.2 cm away, stands a grounded plate; behind it, 0.6 cm away, stands a grounded shield. Where will the gas break down?

The natural answer is the narrow gap. The voltage is the same on both sides, so the field is 500 V/cm behind the electrode and 250 V/cm in front. A stronger field pushes electrons harder, and breakdown is a matter of electrons gaining enough energy to ionize the gas. By this reasoning a smaller gap should break down at a lower voltage, however small it already is.

The belief has much in its favour. The statement about the field is correct, and in wide gaps so is the conclusion: bringing the electrodes together does lower the voltage required. What the argument omits is that an electron must also meet gas atoms while it crosses. Energy without collisions produces no ions. The question is how these two needs combine.

## The condition for breakdown

Take plane parallel electrodes a distance \(d\) apart, with voltage magnitude \(V\) between them. Before breakdown there is too little charge in the gas to disturb the field, so \(E=V/d\) is uniform. Edge effects, electron attachment and losses to side walls are neglected.

Let \(x\) be the distance from the cathode and \(\alpha\) the number of ionizations one electron produces per unit length of its advance. If \(n(x)\) electrons pass the plane \(x\) for each electron that left the cathode, then

\[
\frac{dn}{dx}=\alpha n,\qquad n(0)=1 .
\]

Since \(E\) is uniform, \(\alpha\) is taken as constant across the gap, and \(n(d)=\mathrm e^{\alpha d}\), where \(\mathrm e\) is the base of natural logarithms. One of these electrons was the original; each of the others was created together with one positive ion. The avalanche therefore makes \(\mathrm e^{\alpha d}-1\) ions.

The ions drift back to the cathode, where each releases on average \(\gamma\) new electrons. One cathode electron is thus succeeded by

\[
M=\gamma\left(\mathrm e^{\alpha d}-1\right)
\]

cathode electrons in the next generation. If \(M<1\), successive generations die out and the current stops when its outside source of electrons is removed. If \(M>1\), they grow. Breakdown begins at \(M=1\), which gives \(\mathrm e^{\alpha d}=1+1/\gamma\), or

\[
\alpha d=L,\qquad L=\ln\left(1+\frac1\gamma\right). \tag{1}
\]

For now \(\gamma\) is a constant, so every gap needs the same number \(L\) of e-folds of the avalanche.

## Energy and collisions

To find \(\alpha\), let the electrons move along the field with mean free path \(\lambda\), independent of their energy. The density of the gas at fixed temperature is proportional to the pressure \(p\), so \(\lambda=1/(Ap)\) with a constant \(A\). Suppose that an electron loses all its energy at each collision, and that it ionizes if it has fallen through at least an effective ionization potential \(V_i\) since the previous one.

An electron falls through \(Es\) on a free path of length \(s\). It can ionize if \(s\ge V_i/E\). Free paths are distributed as \(\lambda^{-1}\mathrm e^{-s/\lambda}\), so the fraction long enough is

\[
\int_{V_i/E}^{\infty}\frac{\mathrm e^{-s/\lambda}}{\lambda}\,ds
=\mathrm e^{-V_i/(E\lambda)} .
\]

There are \(1/\lambda\) collisions per unit length. Multiplying by this fraction, and writing \(V_i/\lambda=AV_ip=Bp\) with \(B=AV_i\), we obtain

\[
\alpha=\frac1\lambda\,\mathrm e^{-V_i/(E\lambda)}
=Ap\,\mathrm e^{-Bp/E}. \tag{2}
\]

The breakdown condition (1) now reads

\[
\frac d\lambda\times \mathrm e^{-V_i/(E\lambda)}=L. \tag{3}
\]

The first factor is the mean number of collisions an electron makes while advancing through the gap. The second is the fraction of them that ionize along a long track; for an electron that starts at rest at the cathode of a finite gap the fraction is smaller by the factor \(1-V_i/V\), which the local model ignores. The belief attends to the second factor, which does grow with the field. But shrinking the gap reduces the first, and the second has to make up the loss. Since a fraction cannot exceed one, it cannot do so indefinitely.

## The voltage as a function of the gap

Put \(E=V/d\) into (3), with \(d/\lambda=Apd\):

\[
Apd\,\mathrm e^{-Bpd/V}=L
\quad\Rightarrow\quad
\mathrm e^{Bpd/V}=\frac{Apd}{L}.
\]

Taking the logarithm and solving for \(V\) gives the Paschen formula

\[
V_b=\frac{Bpd}{\ln(Apd/L)} . \tag{4}
\]

A positive, finite voltage requires \(Apd>L\). If \(Apd\le L\), then \(\alpha d<Apd\le L\) at every finite voltage, and the gap does not break down in this model.

To see which way \(V_b\) changes, define \(u=Apd/L\). Since \(pd=Lu/A\),

\[
V_b=\frac{BL}{A}\,\frac{u}{\ln u},\qquad
\frac{dV_b}{du}=\frac{BL}{A}\,\frac{\ln u-1}{(\ln u)^2}.
\]

At fixed pressure \(du/dd=u/d\). Multiplying by this factor and recognizing \(V_b\) in the result,

\[
\frac{dV_b}{dd}=\frac{V_b}{d}\left(1-\frac1{\ln u}\right). \tag{5}
\]

The slope is positive for \(u>\mathrm e\), zero at \(u=\mathrm e\) and negative for \(1<u<\mathrm e\). Hence the minimum lies at

\[
pd=\frac{\mathrm eL}{A},\qquad
V_{\min}=\frac{\mathrm eLB}{A},\qquad
\frac Ep=\frac{V_{\min}}{pd}=B. \tag{6}
\]

For \(L/A<pd<\mathrm eL/A\), a smaller gap needs a higher voltage. This is the left branch of the Paschen curve. To the right of the minimum, the belief is correct.

Close to the limiting gap \(d_0=L/(Ap)\), write \(u=1+\delta\) with small \(\delta=(d-d_0)/d_0\). Then \(\ln u\approx\delta\), and to leading order

\[
V_b\approx\frac{BL}{A}\,\frac1\delta
=V_iL\,\frac{d_0}{d-d_0}.
\]

The voltage diverges as the gap approaches \(d_0\) from above. Far to the right, by contrast, \(V_b\) is proportional to \(d\) apart from the slowly varying logarithm.

## A gap halved twice

Take the round values \(A=10\) per (cm Torr), \(V_i=20\) V, \(\gamma=0.01\) and \(p=1\) Torr. They describe no particular gas. Then \(B=200\) V/(cm Torr), \(\lambda=0.1\) cm and \(L=\ln 101=4.615\). The limiting gap is \(4.615/10=0.46\) cm. The minimum is \(\mathrm e\) times wider, at 1.25 cm, where the voltage is \(200\times1.2545=251\) V.

For a gap of 0.6 cm, equation (4) gives

\[
V_b=\frac{200\times1\times0.6}{\ln(6/4.615)}\ \text{V}
=\frac{120}{0.2624}\ \text{V}=457\ \text{V}.
\]

The other gaps follow in the same way:

| \(d\) (cm) | \(V_b\) (V) | \(E\) (V/cm) | \(d/\lambda\) | ionizing fraction |
|---|---|---|---|---|
| 4.0 | 370 | 93 | 40 | 0.115 |
| 2.0 | 273 | 136 | 20 | 0.231 |
| 1.2 | 251 | 209 | 12 | 0.385 |
| 0.8 | 291 | 364 | 8 | 0.577 |
| 0.6 | 457 | 762 | 6 | 0.769 |
| 0.5 | 1248 | 2497 | 5 | 0.923 |

Halving the gap from 4 cm to 2 cm multiplies the voltage by 0.74. Halving it from 1.2 cm to 0.6 cm multiplies it by 1.82. In each row the last two columns multiply to \(L\), apart from rounding. With 40 collisions available, about one in nine must ionize. With only five, more than nine in ten must do so, and that takes a field so strong that very few free paths are too short.

The slope (5) shows how unequal the branches are. At 0.6 cm it is \(762\,(1-1/0.2624)=-2.14\times10^3\) V/cm, so near this gap a reduction by 0.01 cm costs a little over 20 V. At 4 cm the slope is only about +50 V/cm.

Halving a gap can raise the voltage even when the original gap lies to the right of the minimum, because the step may cross it. From (4),

\[
\frac{V_b(d/2)}{V_b(d)}=\frac12\,\frac{\ln u}{\ln u-\ln2},
\qquad u>2.
\]

This ratio exceeds one when \(\ln u>2\ln u-2\ln2\), which means \(\ln u<2\ln2\), or \(u<4\). Here that corresponds to an original gap below \(4\times0.4615=1.85\) cm. If \(u\le2\), the halved gap cannot break down at all in this model.

## Why the stronger field does not help

At breakdown \(E=V_b/d=Bp/\ln u\), which rises steadily as the gap shrinks. This is true on both branches. Since \(V_b=Ed\), the voltage falls if the required field rises more slowly than \(1/d\), and rises if it grows faster.

The change from one case to the other has a simple meaning. Use (1) to replace \(d\) by \(L/\alpha\):

\[
V_b=Ed=\frac{L}{\alpha/E}. \tag{7}
\]

The quantity \(\alpha/E\) is the number of ionizations per volt of potential difference crossed. From (2),

\[
\frac{d}{dE}\ln\frac\alpha E
=\frac{d}{dE}\left(-\frac{Bp}{E}-\ln E\right)
=\frac{Bp}{E^2}-\frac1E .
\]

This is positive for \(E<Bp\) and negative for \(E>Bp\). Ionization is cheapest in volts at \(E=Bp\), where \(E\lambda=V_i\): an average free path then gains just the ionization potential.

The cost of one ionization is the potential drop per mean free path, \(E\lambda\), divided by the ionizing fraction. At the 4 cm breakdown point the drop is 9.3 V and the fraction 0.115, so the cost is about 80 V. Most collisions come too early, and the energy gained before them is lost without producing an ion. At the optimum the cost is \(20\ \text{V}/\mathrm e^{-1}=54\) V. At the 0.6 cm breakdown point it is \(76.2/0.769=99\) V. There most collisions do ionize, but the average free path brings almost four times the potential drop needed, and the surplus is lost.

On the left branch the field is already above its most economical value. Shrinking the gap forces it higher still, and each ionization costs more volts. Since \(L\) is fixed, the total voltage rises.

This argument does not depend on the detailed form of (2). If \(\gamma\) is constant and \(\alpha\) increases with \(E\) at fixed pressure, equation (1) makes a smaller gap require a larger field. If \(\alpha/E\) also has a single maximum, equation (7) gives a voltage that falls to a minimum and then rises as the gap is reduced.

## The same supply across different gaps

Return to the electrode at 300 V. At fixed voltage,

\[
\alpha d=Apd\,\mathrm e^{-Bpd/V},\qquad
\frac{d(\alpha d)}{dd}=\alpha d\left(\frac1d-\frac{Bp}{V}\right).
\]

The number of e-folds is greatest at \(d=V/(Bp)\), here 1.5 cm, and decreases on either side. For the narrow gap behind the electrode,

\[
\alpha d=6\,\mathrm e^{-120/300}=4.02,\qquad
M=0.01\left(\mathrm e^{4.02}-1\right)=0.55 .
\]

Each generation of cathode electrons is little more than half as large as the one before. In the 1.2 cm gap \(\alpha d=12\,\mathrm e^{-240/300}=5.39\) and \(M=2.19\), so the generations grow. The gas breaks down in front of the electrode, where the field is half as strong.

A gap of 4 cm would also fail at this voltage, with \(M=0.15\), but for the opposite reason: there are plenty of collisions and too few of them ionize. The 300 V supply breaks down gaps between 0.77 cm and 2.58 cm. A gap can be too short as well as too long.

## Electrons that start from rest

The use of (2) as the growth rate of the avalanche needs to be checked on both branches. An electron leaving the cathode at rest must travel \(V_i/E\) before it can ionize at all, and so must every electron after a collision. Each such delay takes up a fraction \(V_i/V\) of the gap, about 8% at the local minimum of the example. The same collision model can be solved without assuming a local \(\alpha\).

Measure distances in mean free paths. Let \(N(y)\) be the mean number of electrons that reach the anode when one starts at rest at a distance \(y\) from it, and let \(a=V_i/(E\lambda)\) be the distance needed to gain the ionization potential. The first free path \(s\) has probability density \(\mathrm e^{-s}\). If \(s\ge y\), the electron arrives without a collision. If \(s<y\), it leaves one electron at rest when \(s<a\), or two when \(s\ge a\). Therefore

\[
N(y)=\mathrm e^{-y}+\int_0^y \mathrm e^{-s}N(y-s)\,ds
+\int_a^y \mathrm e^{-s}N(y-s)\,ds,
\]

where the last integral is absent for \(y<a\). Multiply by \(\mathrm e^y\), define \(w(y)=\mathrm e^yN(y)\), and substitute \(t=y-s\):

\[
w(y)=1+\int_0^y w(t)\,dt+\int_0^{y-a}w(t)\,dt .
\]

Differentiation gives \(w'(y)=w(y)+w(y-a)\). Since \(N'=\mathrm e^{-y}w'-N\), the first term cancels and

\[
N'(y)=\mathrm e^{-a}N(y-a)\quad(y>a),\qquad
N(y)=1\quad(0\le y\le a).
\]

Integrating over successive intervals of length \(a\) yields

\[
N(y)=\sum_{0\le ka<y}\mathrm e^{-ka}\frac{(y-ka)^k}{k!}. \tag{8}
\]

Indeed, the derivative of term \(k\) is \(\mathrm e^{-a}\) times term \(k-1\) evaluated at \(y-a\). Breakdown requires \(N=1+1/\gamma\), which is 101 electrons here.

For comparison, the local result is \(\mathrm e^{\alpha d}=\sum_k \mathrm e^{-ka}y^k/k!\), because \(\alpha d=y\,\mathrm e^{-a}\). The delay replaces \(y^k\) by the smaller \((y-ka)^k\) and so raises the breakdown voltage. This is not only an effect near the cathode. Far from it \(N\) grows as \(\mathrm e^{\kappa y}\), and the delay equation gives \(\kappa=\mathrm e^{-a(1+\kappa)}\), a constant rate below the value \(\mathrm e^{-a}\) of (2): 0.278 instead of 0.368 at \(a=1\). Equation (2) counts ionizations along the track of one electron and overstates the growth of the whole avalanche.

Does it remove the left branch? Set \(v=V/V_i\). Now \(y=d/\lambda\), so \(a=y/v\), and term \(k\) of (8) becomes

\[
T_k=\frac{y^k}{k!}\left(1-\frac kv\right)^k\mathrm e^{-ky/v},
\qquad
\frac{d\ln T_k}{dy}=k\left(\frac1y-\frac1v\right)
\]

at fixed voltage. Every term with \(k\ge1\) is largest at \(y=v\), which is again \(E\lambda=V_i\), or \(E=Bp\). For \(y<v\), reducing the gap at constant voltage reduces the multiplication. Raising the voltage at constant gap lowers \(a\) and increases it. A gap at its breakdown point with \(E>Bp\) must therefore be given more voltage when it is made smaller.

The limiting gap also survives. Each term in (8) is at most \(y^k/k!\), so \(N\le\mathrm e^y\), a value approached as \(V\to\infty\). No finite voltage suffices for \(y\le L\), just as before.

The voltages themselves change considerably. The minimum moves to 1.75 cm and 349 V, still at 200 V/cm. The 1.2 cm gap now needs 372 V and the 0.6 cm gap 890 V, so this halving raises the voltage by a factor of 2.4. Relative to these values, the local formula is about 32% low at 1.2 cm and 49% low at 0.6 cm. With these same parameters, neither gap would break down at 300 V; the 300 V comparison above belongs to the local model. The direction of the effect is more secure than the local voltages.

Following individual electrons with randomly drawn free paths tests (8) directly. At the nonlocal breakdown voltages for 4, 1.2 and 0.6 cm, the mean numbers reaching the anode were \(101.6\pm0.6\), \(101.1\pm0.5\) and \(100.0\pm0.8\), where the uncertainties are standard errors. The numerical output lists the voltages for all gaps.

## Where the rule needs care

The secondary yield may depend on \(E/p\). Suppose it never exceeds some \(\gamma_{\max}\), and let \(L_0=\ln(1+1/\gamma_{\max})\). Breakdown then requires \(\alpha d\ge L_0\), so in the local model

\[
V_b\ge\frac{Bpd}{\ln(Apd/L_0)},\qquad Apd>L_0 .
\]

The bound diverges as \(Apd\) approaches \(L_0\) from above. A varying yield can move or distort the minimum, but it cannot keep the voltage low all the way to zero gap. The shift can be large, however: a yield that rises strongly with the field can carry the minimum below a gap that would otherwise lie on the left branch, and so reverse the order in which two gaps break down. A realistic gas also has collision probabilities that depend on electron energy, which this model leaves out. The form (2) fits measured ionization coefficients only over a limited range of \(E/p\), and values as high as the 2500 V/(cm Torr) in the last row of the table should not be trusted to it. The divergence at a finite gap follows from the cap \(\alpha<Ap\) and belongs to the model.

Another source of electrons can change the conclusion. Equation (4) contains \(p\) and \(d\) only as a product, so at 760 Torr the local minimum of the example shrinks to 16.5 µm, with a field of 15 V/µm. The breakdown point at 0.6 cm and 1 Torr becomes one at 7.9 µm and 58 V/µm. At the stronger of these fields, sharp spots on the cathode that enhance the field locally some fifty times or more may supply electrons by field emission. A fixed outside source only scales the current and leaves the threshold \(M=1\) where it was. The threshold moves when the emission is coupled to the discharge, as when approaching ions strengthen the field at the surface and raise the effective yield, or when the emitted current is large enough to start breakdown by itself. The voltage can then lie below the Paschen value, and the left branch need not appear in its simple form.

Finally, \(d\) must be the path the discharge takes. Around the edge of an electrode a longer field line may be available. On the left branch that longer path can break down first, so a measured voltage may fail to rise as the direct gap is reduced. This is no support for the original belief: the discharge has then avoided the shortest route because it offers too few collisions.

## Numbers as computed

```
A = 10 per (cm Torr), V_ion = 20 V
B = 200 V/(cm Torr), gamma = 0.01, p = 1 Torr
mean free path = 0.100 cm
L = ln(1 + 1/gamma) = 4.6151
electrons needed at anode per cathode electron = 101
gap at minimum = 1.2545 cm
minimum voltage = 250.90 V
numerical search: 1.2545 cm, 250.90 V
field at minimum = 200.0 V/cm
limiting gap = 0.4615 cm
Local model at breakdown, for each gap:
d = 4.0 cm: V = 370.4 V, E = 92.6 V/cm
  collisions d/mfp = 40, ionizing fraction = 0.115, volts per e-fold = 80.3 V
d = 2.0 cm: V = 272.8 V, E = 136.4 V/cm
  collisions d/mfp = 20, ionizing fraction = 0.231, volts per e-fold = 59.1 V
d = 1.2 cm: V = 251.2 V, E = 209.3 V/cm
  collisions d/mfp = 12, ionizing fraction = 0.385, volts per e-fold = 54.4 V
d = 0.8 cm: V = 290.9 V, E = 363.6 V/cm
  collisions d/mfp = 8, ionizing fraction = 0.577, volts per e-fold = 63.0 V
d = 0.6 cm: V = 457.3 V, E = 762.1 V/cm
  collisions d/mfp = 6, ionizing fraction = 0.769, volts per e-fold = 99.1 V
d = 0.5 cm: V = 1248.4 V, E = 2496.9 V/cm
  collisions d/mfp = 5, ionizing fraction = 0.923, volts per e-fold = 270.5 V
least volts per e-fold = 54.37 V at 200.0 V/cm
V(2 cm)/V(4 cm) = 0.736
V(0.6 cm)/V(1.2 cm) = 1.821
slope dV/dd at 4.0 cm = 49.7 V/cm
slope dV/dd at 0.6 cm = -2142.1 V/cm
supply 300 V breaks gaps from 0.772 to 2.584 cm
  at 300 V, d = 4.0 cm: alpha d = 2.779, feedback = 0.151
  at 300 V, d = 1.2 cm: alpha d = 5.392, feedback = 2.186
  at 300 V, d = 0.6 cm: alpha d = 4.022, feedback = 0.548
Nonlocal model, breakdown voltage:
  d = 4.0 cm: V = 423.6 V
  d = 2.0 cm: V = 351.4 V
  d = 1.2 cm: V = 371.7 V
  d = 0.8 cm: V = 498.9 V
  d = 0.6 cm: V = 889.9 V
  d = 0.5 cm: V = 2655.7 V
nonlocal minimum: 1.746 cm, 349.1 V, field 200.0 V/cm
  Monte Carlo electrons at anode, d = 4.0 cm: 101.6 +- 0.6
  Monte Carlo electrons at anode, d = 1.2 cm: 101.1 +- 0.5
  Monte Carlo electrons at anode, d = 0.6 cm: 100.0 +- 0.8
local minimum at 760 Torr: gap 16.5 micrometre, field 15.2 V/micrometre
```
